# Fourth Spectral Moment of a Classical Linear Rotor and Intermolecular Torques, part 2

The problem is how torques from neighbouring molecules enter the dipole spectrum of one rigid linear molecule in thermal equilibrium. The motion is classical, and the potential energy $V$ is smooth and independent of velocities. The unit vector $\mathbf u$ lies along the molecule's axis and permanent dipole, $I$ is its moment of inertia, $\boldsymbol\Omega$ its angular velocity and $\mathbf N$ the torque on it, both perpendicular to $\mathbf u$. Dots are time derivatives, $k$ is Boltzmann's constant, $T$ the temperature, and angle brackets denote equilibrium averages. In the unit u Å$^2$, u is the atomic mass unit; $\hbar$ is the reduced Planck constant.

The spectrum $S(\omega)$ covers positive and negative angular frequencies $\omega$. It and its even moments are defined by

$$C(t)=\int_{-\infty}^{\infty}S(\omega)\cos(\omega t)\,d\omega ,$$

$$M_{2n}=\int_{-\infty}^{\infty}\omega^{2n}S(\omega)\,d\omega .$$

The correlation function begins

$$C(t)=1-\frac{M_2}{2}t^2+\frac{M_4}{24}t^4-\dots$$

With $\Omega_1,\Omega_2$ the two components of $\boldsymbol\Omega$, the results were

$$\boxed{M_2=\langle\Omega_1^2\rangle+\langle\Omega_2^2\rangle=\frac{2kT}{I}.}$$

$$\boxed{M_4=8\left(\frac{kT}{I}\right)^2+\frac{\langle N^2\rangle}{I^2}.}$$

The first term of $M_4$ is the free-rotor value.

The test example, called the pair, is two mobile dipoles at fixed separation along $z$, with

$$V=\epsilon\,(\mathbf u_1\cdot\mathbf u_2-3u_{1z}u_{2z}),\qquad \epsilon=2kT .$$

Quadrature gave $\langle N^2\rangle=4.10\,(kT)^2$ for one rotor. The predicted $M_4$ was compared with trajectories for a neighbour of inertia $I$ and of inertia $0.25\,I$.

For the total axis vector $\mathbf P=\sum_i\mathbf u_i$ of $n$ equal rotors, the orientational correlation factor is $g=\langle P^2\rangle/n$, and the second moment of the normalized collective correlation function is

$$M_2^{\rm coll}=\frac{2kT}{I\,g}.$$

The numerical output at the end includes these pair results.

## The size of the torque term and its effect on absorption

A classical linear rotor has axis $\mathbf u$, moment of inertia $I$ and angular velocity $\boldsymbol\Omega$, and feels a torque $\mathbf N$ with $N^2=|\nabla_uV|^2$, where $\nabla_u$ is the gradient on the unit sphere and $V$ the potential energy. The spectrum $S(\omega)$ of its correlation function $C(t)=\langle\mathbf u(0)\cdot\mathbf u(t)\rangle$ is even, has unit area, and has the moments

$$M_2=\frac{2kT}{I},\qquad M_4=8\left(\frac{kT}{I}\right)^2+\frac{\langle N^2\rangle}{I^2}.$$

The mean squared torque can be expressed through the curvature of the potential. Consider the vector field $e^{-V/kT}\nabla_uV$ on the sphere. Its divergence, by the product rule, is

$$\nabla_u\cdot\left(e^{-V/kT}\nabla_uV\right)=e^{-V/kT}\left(\nabla_u^2V-\frac{|\nabla_uV|^2}{kT}\right).$$

The sphere has no edge, so the integral of a divergence over it is zero when the field is smooth. This holds for every fixed arrangement of the neighbours, and so also after averaging over them. Division by the partition function gives

$$\langle N^2\rangle=kT\,\langle\nabla_u^2V\rangle .$$

The left side is never negative, so the potential is, on thermal average, curved upwards at the orientations that the molecule occupies. On average the torque therefore restrains the rotor. This agrees with the sign in $C(t)=1-M_2t^2/2+M_4t^4/24-\dots$, where the torque term is positive and slows the loss of correlation. For the pair of dipoles treated above, both sides of the identity, computed separately by quadrature, are $4.10\,(kT)^2$.

A deep, narrow well shows what the identity means. Let $V=\tfrac12K\vartheta^2$ for small tilt $\vartheta$ from the bottom, where $K$ is the stiffness. The surface of the sphere is nearly flat there, and the two directions of tilt contribute $K$ each to the Laplacian. Hence $\langle N^2\rangle=2KkT$, and the torque part of $M_4$ is $2KkT/I^2$. Dividing by $M_2=2kT/I$ leaves $K/I$, which is the squared angular frequency of a torsional oscillator of stiffness $K$. In this limit the torque term measures the libration frequency of the molecule in its well.

The opposite extreme is a steep wall. Let $\theta$ be the polar angle and take

$$V=kT\,e^{(\theta-\pi/2)/w},$$

which confines the rotor to the upper hemisphere, with a wall of angular width $w$. Write $v=V/kT$. The torque is $dV/d\theta=kT\,v/w$ in magnitude. For small $w$ it acts only near $\theta=\pi/2$, where the area factor $\sin\theta$ is close to one, and $d\theta=w\,dv/v$. The integral of the squared torque with the Boltzmann weight is then

$$\int\frac{(kT)^2v^2}{w^2}\,e^{-v}\,\frac{w\,dv}{v}=\frac{(kT)^2}{w}\int_0^\infty v\,e^{-v}\,dv=\frac{(kT)^2}{w}.$$

The normalizing integral $\int\sin\theta\,e^{-v}d\theta$ tends to $\int_0^{\pi/2}\sin\theta\,d\theta=1$. So $\langle N^2\rangle$ approaches $(kT)^2/w$, and it grows without bound as the wall hardens. Numerical integration gives $25.6\,(kT)^2$ for $w=0.04$ rad and $50.6\,(kT)^2$ for $w=0.02$ rad, close to the limiting forms 25 and 50. For a rotor with hard-core collisions the fourth moment therefore does not exist, and the expansion of $C(t)$ cannot be carried to a $t^4$ term. The same is true of any model in which the torque has infinite variance, such as one driven by white noise. The second moment is still finite for the smooth wall at every $w$, because it does not contain the torque.

Debye's model of rotational relaxation fails one order earlier. It takes $C(t)=e^{-|t|/\tau}$ with a relaxation time $\tau$, for which the spectrum is the Lorentzian

$$S_{\rm D}(\omega)=\frac{1}{\pi}\,\frac{\tau}{1+\omega^2\tau^2}.$$

To find its second moment up to a cutoff $W$, write $\omega^2\tau/(1+\omega^2\tau^2)=\tau^{-1}[1-1/(1+\omega^2\tau^2)]$ and integrate over both signs of frequency:

$$\int_{-W}^{W}\omega^2S_{\rm D}\,d\omega=\frac{2}{\pi\tau}\left[W-\frac{\arctan(W\tau)}{\tau}\right].$$

This grows linearly with $W$. It is $62.7\,\tau^{-2}$ at $W=100/\tau$ and $126.3\,\tau^{-2}$ at $W=200/\tau$. A rotor with inertia has the finite value $2kT/I$, so its correlation function cannot be exponential down to $t=0$. An exponential has a nonzero slope there, whereas the rotor starts with zero slope, since $\dot{\mathbf u}$ is perpendicular to $\mathbf u$. Exponential decay may still describe later times, about which the moments say nothing directly.

The moments acquire a direct meaning in absorption. Let the molecule have dipole $\mu\mathbf u$ in an isotropic fluid, and suppose that a weak constant field $E$ along $z$ has acted for a long time and is switched off at $t=0$. The field added $-\mu u_zE$ to the energy, so to first order the initial distribution is the field-free one multiplied by $1+\mu u_zE/kT$. The mean dipole afterwards is

$$\langle\mu u_z(t)\rangle_E=\frac{\mu^2E}{kT}\langle u_z(0)u_z(t)\rangle=\frac{\mu^2E}{3kT}\,C(t),$$

because the three directions contribute equally to $C$. If $\chi(s)$ is the dipole response at a delay $s$ after a unit impulse of field, the same quantity is $E\int_t^\infty\chi(s)\,ds$. Differentiation with respect to $t$ gives

$$\chi(t)=-\frac{\mu^2}{3kT}\,\dot C(t).$$

In a field $E_0\cos\omega t$ the part of the dipole that follows $\sin\omega t$ has amplitude $E_0\chi''(\omega)$, with $\chi''=\int_0^\infty\chi(t)\sin\omega t\,dt$. Integrating by parts, with $C\to0$ at long times and $\sin0=0$, moves the derivative from $C$ to the sine:

$$\chi''(\omega)=\frac{\mu^2\omega}{3kT}\int_0^\infty C(t)\cos\omega t\,dt=\frac{\pi\mu^2}{3kT}\,\omega S(\omega).$$

The last step uses the inverse cosine transform, $S(\omega)=\pi^{-1}\int_0^\infty C\cos\omega t\,dt$. If $C$ keeps a constant part at long times, as it can in a rigid cage, that part drops out of $\dot C$, and the result still holds at every nonzero frequency. The absorbed power is the time average of the field times the rate of change of the dipole. The part $E_0\chi''\sin\omega t$ has the rate $E_0\omega\chi''\cos\omega t$, and the average of $\cos^2\omega t$ is one half, so the power is $\tfrac12E_0^2\,\omega\chi''$. The absorption spectrum is thus proportional to $\omega^2S(\omega)$. This holds when the molecules absorb independently and the local field does not vary across the band.

Two statements follow. The integrated absorption is proportional to $M_2/kT=2/I$, and torques do not change it. The mean squared frequency of the absorption band, weighted by absorbed power, is the ratio of $\int\omega^4S\,d\omega$ to $\int\omega^2S\,d\omega$:

$$\overline{\omega^2}=\frac{M_4}{M_2}=\frac{4kT}{I}+\frac{\langle N^2\rangle}{2I\,kT}.$$

At fixed temperature and inertia, torques move the absorption to higher frequency in this mean-square sense while the area of the band stays the same.

For a numerical case, take a rotor in the regime of liquid carbonyl sulfide, a linear polar molecule, with the round inputs $I=80$ u Å$^2$ and $T=220$ K. The neighbours are replaced by a model cage,

$$V=U\sin^2\theta,\qquad U=80\ \text{meV},$$

where $\theta$ is the angle from the cage axis. The two orientations along the axis are equally favourable, and $U$ is the barrier between them. The thermal energy is $kT=18.96$ meV, so the barrier is $4.2\,kT$. The inertia gives $kT/I=2.2865$ ps$^{-2}$, and

$$M_2=2\times2.2865=4.573\ \text{ps}^{-2},\qquad 8\left(\frac{kT}{I}\right)^2=8\times(2.2865)^2=41.8\ \text{ps}^{-4}.$$

The torque has magnitude $|dV/d\theta|=2U\sin\theta|\cos\theta|$. Its Boltzmann average is an integral over $x=\cos\theta$, since $\sin\theta\,d\theta$ becomes $dx$ in magnitude:

$$\langle N^2\rangle=\frac{\int_{-1}^{1}4U^2x^2(1-x^2)\,e^{-U(1-x^2)/kT}\,dx}{\int_{-1}^{1}e^{-U(1-x^2)/kT}\,dx}.$$

Quadrature gives a root mean square torque of $59.3$ meV per radian, or $\langle N^2\rangle=9.77\,(kT)^2$. The torque part of the fourth moment is therefore $9.77\times(2.2865)^2=51.1$ ps$^{-4}$, and

$$M_4=41.8+51.1=92.9\ \text{ps}^{-4}.$$

Torques supply 55% of it. The ratio $M_4/M_2$ is $92.9/4.573=20.3$ ps$^{-2}$, whose square root is $4.51$ rad/ps. Division by $2\pi$ times the speed of light converts this to a root mean square absorption frequency of $23.9$ cm$^{-1}$. The free rotor has $16.1$ cm$^{-1}$ at the same temperature and inertia.

The curvature identity shows how far this cage is from a harmonic well. On the sphere, $\nabla_u^2V=\frac{d}{dx}\left[(1-x^2)\frac{dV}{dx}\right]$ for a potential that depends on $x$ alone. With $V=U(1-x^2)$ this is $U(6x^2-2)$, so $\langle N^2\rangle=kT\,U(6\langle x^2\rangle-2)$. A very deep cage has $\langle x^2\rangle\to1$ and $\langle N^2\rangle\to4U\,kT$. Here $\langle N^2\rangle/(U\,kT)=9.77\times18.96/80=2.3$, little more than half of that limit. The molecule often reaches tilts at which the cage is no longer parabolic.

The cage was also treated quantum mechanically. With energy levels $E_i$ and Boltzmann populations $p_i$, the spectrum consists of lines at $\omega=(E_j-E_i)/\hbar$ with weights $p_i|\langle j|\mathbf u|i\rangle|^2$, and its moments are sums over lines. This spectrum is not even: its first moment is $\hbar/I$, where the classical value is zero. For the even moments, however, the leading correction to the classical values is of order $\hbar^2$. Calculations with $\hbar$ and with $2\hbar$, at the same $I$, $T$ and $U$, can therefore be combined as $[4M(\hbar)-M(2\hbar)]/3$, which removes it. The result is $M_2=4.573$ ps$^{-2}$ and $M_4=92.9$ ps$^{-4}$, and $M_4=41.8$ ps$^{-4}$ without the cage, in agreement with the classical formulas. At the actual $\hbar$, $M_2$ is larger than its classical value by 0.20% and $M_4$ by 0.37%. Raising the largest rotational quantum number in the basis from 140 to 160 changes $M_4$ by a relative $5\times10^{-8}$. The classical treatment is adequate here. It would not be for a light rotor at low temperature, where the level spacing is comparable with $kT$.

For the real liquid, the inertia and temperature are rough but representative, while the barrier is an assumption. The choice of $U$ matters more than the quantum correction: with $I$ and $T$ fixed, the root mean square frequency is $21.1$ cm$^{-1}$ for $U=60$ meV and $26.7$ cm$^{-1}$ for $U=100$ meV. That real neighbours move is no objection in itself, since $M_4$ needs only the instantaneous torques, but their distribution need not be that of a single rigid cage. The molecule is not quite rigid either. With a rough bending wavenumber of 500 cm$^{-1}$, about 7% of the molecules have the bend excited. A measured far-infrared band also contains dipoles induced by neighbours and correlations between molecules. With a rough polarizability of 5 Å$^3$ and a distance of 4.5 Å, the field of one aligned neighbour's dipole induces about 0.11 of the permanent dipole. If this simply added to the permanent dipole, the absorbed power would rise by a factor $1.11^2$, that is, by roughly 20%. Both figures are orders of magnitude only. The polarizability along the molecular axis, which counts for a neighbour in line, is larger than the mean value used here, while molecules placed end to end are farther apart than 4.5 Å. Fields of higher multipoles are not included in this estimate, although for a molecule with so small a dipole the quadrupole field of a neighbour at this distance is comparable with its dipole field, and the effect of the induced dipoles on the band's mean frequency has not been calculated. A torque inferred from a measured band through $M_4/M_2$ is therefore a single-molecule torque only after the induced and collective parts have been removed. The numerical output that follows lists the values used here.

## Computed results

```
Poisson-bracket test, largest relative error: 3.3e-16
Pair: coupling eps = 2.0 kT, samples = 174734
Pair: <N^2> by quadrature = 4.0966 (kT)^2
Pair: kT<Laplacian V> by quadrature = 4.0966 (kT)^2
Pair: predicted M4 = 12.0966 (kT/I)^2
Pair, neighbour inertia 1.00 I: M2 = 1.996 +- 0.005 kT/I
Pair, neighbour inertia 1.00 I: M4 = 12.01 +- 0.09 (kT/I)^2
Pair: correlation factor g = 1.1255
Pair: collective M2, trajectories = 1.780 kT/I, 2/g = 1.777 kT/I
Pair, neighbour inertia 0.25 I: M2 = 1.996 +- 0.005 kT/I
Pair, neighbour inertia 0.25 I: M4 = 12.08 +- 0.11 (kT/I)^2
Cage inputs: I = 80 u A^2, T = 220 K, U = 80 meV
Thermal energy kT = 18.958 meV
kT/I = 2.2865 ps^-2
M2 = 4.5730 ps^-2
Root mean square torque = 59.27 meV per radian
<N^2>/(kT)^2 = 9.7725
M4, free part = 41.824 ps^-4
M4, torque part = 51.090 ps^-4
M4, total = 92.914 ps^-4
Torque share of M4 = 55.0 %
Rms absorption frequency, free = 16.06 cm^-1
Rms absorption frequency, cage = 23.93 cm^-1
With U = 60 meV: M4 = 72.31 ps^-4, rms frequency = 21.11 cm^-1
With U = 100 meV: M4 = 115.34 ps^-4, rms frequency = 26.66 cm^-1
Free rotor lines, hbar to 0: M4 = 41.824 ps^-4
Cage lines, hbar to 0: M2 = 4.5730 ps^-2
Cage lines, hbar to 0: M4 = 92.915 ps^-4
Cage lines, actual hbar: M2 = 4.5823 ps^-2
Cage lines, actual hbar: M4 = 93.256 ps^-4
Quantum correction to M2 = 0.20 %
Quantum correction to M4 = 0.37 %
Quantum rms absorption frequency = 23.93 cm^-1
Basis shift of M4, J up to 140 to 160: 4.6e-08 (relative)
Rough inputs: bend 500 cm^-1, polarizability 5 A^3, distance 4.5 A
Molecules with bend excited = 7.5 %
Dipole induced by one aligned neighbour / permanent dipole = 0.11
Wall of width 0.04 rad: <N^2> = 25.57 (kT)^2
Wall of width 0.02 rad: <N^2> = 50.58 (kT)^2
Debye second moment, cutoff 100/tau: 62.67 tau^-2
Debye second moment, cutoff 200/tau: 126.33 tau^-2
```
